# The Kramers–Heisenberg formula and its polarizability form: verification in Python

```python
"""Kramers-Heisenberg amplitude and its polarizability form.

Result under test (atomic units, Gaussian fields, dipole approximation):
  M = N e'.e delta_fi + sum_n [ P'_fn P_ni/(w-u_n) - P_fn P'_ni/(u_n+w') ]
    = - w w' alpha_fi,     d(sigma)/d(Omega) = (w'/w) |M|^2 / c^4
w, w': incoming and outgoing photon energies; u_n = E_n - E_i;
P, R: total momentum and position along the incoming polarization e,
P', R': the same along the conjugate outgoing polarization e'*;
alpha_fi = sum_n [ R'_fn R_ni/(u_n-w) + R_fn R'_ni/(u_n+w') ];
N: number of electrons. Hydrogen has a fixed nucleus and no spin.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import roots_laguerre, eval_genlaguerre, gammaln
from sympy.physics.wigner import gaunt

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
C = 1.0 / fine_structure

# ---------- hydrogen: radial eigenstates in a Laguerre basis ----------
SIZE, DECAY = 35, 0.7
nodes, weights = roots_laguerre(80)
r = nodes / (2 * DECAY)
root_w = np.sqrt(weights / (2 * DECAY))
energy, wave, slope = {}, {}, {}
for l in range(3):
    a = 2 * l + 2
    u, du = [], []
    for k in range(SIZE):
        log_norm = gammaln(k + a + 1) - gammaln(k + 1)
        log_norm -= (a + 1) * np.log(2 * DECAY)
        factor = np.exp(-0.5 * log_norm) * root_w
        lag = eval_genlaguerre(k, a, nodes)
        dlag = -eval_genlaguerre(k - 1, a + 1, nodes) if k else 0 * nodes
        u.append(factor * r ** (l + 1) * lag)
        du.append(factor * r ** l * ((l + 1 - DECAY * r) * lag
                                     + 2 * DECAY * r * dlag))
    u, du = np.array(u), np.array(du)
    assert np.allclose(u @ u.T, np.eye(SIZE), atol=1e-8)
    potential = l * (l + 1) / (2 * r ** 2) - 1 / r
    energy[l], vec = eigh(0.5 * du @ du.T + (u * potential) @ u.T)
    wave[l], slope[l] = vec.T @ u, vec.T @ du
assert abs(energy[0][0] + 0.5) < 1e-8 and abs(energy[0][1] + 0.125) < 1e-8
assert abs(energy[1][0] + 0.125) < 1e-8


def angular(l2, m2, q, l1, m1):
    """Matrix element of the spherical component q of the unit vector."""
    if abs(m2) > l2:
        return 0.0
    value = float(gaunt(l2, 1, l1, -m2, q, m1))
    return (-1) ** m2 * np.sqrt(4 * np.pi / 3) * value


def pairs(l, m, i, f, q):
    """Energies u_n and products of position and of gradient elements."""
    gaps, pos, grad = [], [], []
    for l2 in (l - 1, l + 1):
        if l2 < 0:
            continue
        ang2 = angular(l2, m + q, q, l, m) ** 2
        shift = -(l + 1) if l2 > l else l
        x = [wave[l2] @ (r * wave[l][s]) for s in (i, f)]
        g = [wave[l2] @ (slope[l][s] + shift / r * wave[l][s])
             for s in (i, f)]
        gaps.append(energy[l2] - energy[l][i])
        pos.append(ang2 * x[0] * x[1])
        grad.append(ang2 * g[0] * g[1])
    return [np.concatenate(part) for part in (gaps, pos, grad)]


def scatter(l, m, i, f, q, w_in):
    """All parts of the amplitude for equal polarizations e = e' = e_q."""
    drop = energy[l][i] - energy[l][f]
    w_out = w_in + drop
    ua, xa, ga = pairs(l, m, i, f, q)
    ub, xb, gb = pairs(l, m, i, f, -q)
    out = {"w_out": w_out, "seagull": 1.0 if i == f else 0.0}
    out["absorb"] = np.sum(ga / (w_in - ua))
    out["emit"] = -np.sum(gb / (ub + w_out))
    out["M"] = out["seagull"] + out["absorb"] + out["emit"]
    out["alpha"] = np.sum(xa / (ua - w_in)) + np.sum(xb / (ub + w_out))
    out["fsum"] = np.sum(ua * xa) + np.sum((ub + drop) * xb)
    out["a"], out["b"] = np.sum(xa), np.sum(xb)
    out["max_ab"] = max(np.max(np.abs(xa)), np.max(np.abs(xb)))
    assert abs(out["M"] + w_in * w_out * out["alpha"]) < 1e-6
    assert abs(out["fsum"] - out["seagull"]) < 1e-6
    assert abs(out["a"] - out["b"]) < 1e-6
    return out


def total_sigma(w_in, w_out, amplitude):
    """Cross section of an isotropic scatterer, all final directions."""
    return 8 * np.pi / 3 * (w_out / w_in) * amplitude ** 2 / C ** 4


photon_ev = [2.0, 4.0, 6.0, 8.0]
elastic = [scatter(0, 0, 0, 0, 0, e / EV) for e in photon_ev]
sigma = [total_sigma(e / EV, e / EV, s["M"])
         for e, s in zip(photon_ev, elastic)]
static = scatter(0, 0, 0, 0, 0, 0.0)["alpha"]
assert abs(static - 4.5) < 1e-7  # closed-form hydrogen value
raman_ev = 11.0
raman = scatter(0, 0, 0, 1, 0, raman_ev / EV)
sigma_raman = total_sigma(raman_ev / EV, raman["w_out"], raman["M"])
excited = scatter(1, 1, 0, 0, 1, 1.0 / EV)
assert excited["a"] > 1.0

# Truncation: keep only 2p as intermediate state at 2 eV
w2 = photon_ev[0] / EV
u1, x1, g1 = pairs(0, 0, 0, 0, 0)
strength_2p = 2 * u1[0] * x1[0]
only_2p = 1 + g1[0] / (w2 - u1[0]) - g1[0] / (u1[0] + w2)
assert abs(only_2p) > 10 * abs(elastic[0]["M"])
no_seagull = elastic[0]["M"] - 1
sigma_no_seagull = total_sigma(w2, w2, no_seagull)

# ---------- dynamic polarizability from a Floquet level shift ----------
w4, field = photon_ev[1] / EV, 1e-3
z_ps = (wave[1] * r) @ wave[0].T / np.sqrt(3)
zero = np.zeros((SIZE, SIZE))
z_atom = np.block([[zero, z_ps.T], [z_ps, zero]])
h_atom = np.diag(np.concatenate([energy[0], energy[1]]))
neighbour = np.diag([1.0, 1.0], 1) + np.diag([1.0, 1.0], -1)
floquet = (np.kron(np.eye(3), h_atom)
           + w4 * np.kron(np.diag([-1.0, 0, 1]), np.eye(2 * SIZE))
           + field / 2 * np.kron(neighbour, z_atom))
quasi, vec = eigh(floquet)
level = np.argmax(vec[2 * SIZE] ** 2)
alpha_floquet = -4 * (quasi[level] - energy[0][0]) / field ** 2
# remaining difference is of fourth order in the field
assert abs(alpha_floquet / elastic[1]["alpha"] - 1) < 5e-4

# ---------- prefactor from the energy flux of a classical dipole ----------
k_wave, dipole = w4 / C, np.array([0, 0, elastic[1]["alpha"]])
dist = 3 / k_wave
cosines, cos_w = np.polynomial.legendre.leggauss(12)
flux = 0.0
for ct, wt in zip(cosines, cos_w):
    n = np.array([np.sqrt(1 - ct ** 2), 0, ct])
    nxd = np.cross(n, dipole)
    b_field = k_wave ** 2 * nxd / dist * (1 - 1 / (1j * k_wave * dist))
    e_field = (k_wave ** 2 * np.cross(nxd, n) / dist
               + (3 * n * (n @ dipole) - dipole)
               * (1 / dist ** 3 - 1j * k_wave / dist ** 2))
    poynting = np.real(n @ np.cross(e_field, b_field.conj()))
    flux += 2 * np.pi * dist ** 2 * wt * C / (8 * np.pi) * poynting
sigma_classical = flux / (C / (8 * np.pi))
assert abs(sigma_classical / sigma[1] - 1) < 1e-4
thomson = total_sigma(1.0, 1.0, 1.0) * ANG ** 2
codata = physical_constants["Thomson cross section"][0] * 1e20
assert abs(thomson / codata - 1) < 1e-7

# ---------- amplitude from exact atom + two-mode diagonalization ----------
levels = np.array([0.0, 0.5, 1.7, 2.6])
mom = np.zeros((4, 4))
mom[0, 2], mom[1, 2], mom[0, 3], mom[1, 3] = 0.9, 0.6, 0.5, 0.7
mom = mom + mom.T


def exact_exchange(final, w_in, w_out, g0=0.004):
    """Half the smallest gap of the avoided crossing, in units g_in*g_out."""
    low = np.diag(np.sqrt([1.0, 2.0, 3.0]), 1)
    one, number = np.eye(4), np.diag([0.0, 1, 2, 3])
    g_in, g_out = g0 / np.sqrt(w_in), g0 / np.sqrt(w_out)
    quad = low + low.T
    vector_pot = g_in * np.kron(quad, one) + g_out * np.kron(one, quad)
    fixed = (np.kron(np.diag(levels), np.eye(16))
             + np.kron(mom, vector_pot)
             + np.kron(one, vector_pot @ vector_pot / 2
                       + w_in * np.kron(number, one)))
    out_number = np.kron(one, np.kron(one, number))
    start, end = 4, 16 * final + 1

    def gap(detuning):
        val, v = eigh(fixed + (w_out + detuning) * out_number)
        top = np.argsort(v[start] ** 2 + v[end] ** 2)[-2:]
        return abs(val[top[0]] - val[top[1]])

    best = minimize_scalar(gap, bounds=(-4e-4, 4e-4), method="bounded",
                           options={"xatol": 1e-10})
    return best.fun / (2 * g_in * g_out)


exchange = []
for final, w_in in ((0, 1.1), (1, 1.1)):
    w_out = w_in - levels[final]
    formula = float(final == 0) + sum(
        mom[final, n] * mom[n, 0]
        * (1 / (w_in - levels[n]) - 1 / (levels[n] + w_out)) for n in (2, 3))
    exact = exact_exchange(final, w_in, w_out)
    # remaining difference is of higher order in the small coupling
    assert abs(exact / abs(formula) - 1) < 2e-3
    exchange.append((exact, abs(formula)))

# ---------- anharmonic wells: electron number and nonlocality ----------


def well(size, freq=1.5):
    """Position, gradient and H of p^2/2 + x^2/2 + x^4/10."""
    low = np.diag(np.sqrt(np.arange(1.0, size + 6)), 1)
    x = (low + low.T) / np.sqrt(2 * freq)
    g = (low - low.T) * np.sqrt(freq / 2)
    x2 = x @ x
    h = -g @ g / 2 + x2 / 2 + x2 @ x2 / 10
    return [mat[:size, :size] for mat in (x, g, h)]


def both_forms(h, x, g, electrons, w):
    """Momentum form and polarizability form for the ground state."""
    val, v = eigh(h)
    gaps = val[1:] - val[0]
    x_n, g_n = (v.T @ (x @ v[:, 0]))[1:], (v.T @ (g @ v[:, 0]))[1:]
    first = electrons + np.sum(g_n ** 2 * (1 / (w - gaps) - 1 / (gaps + w)))
    second = -w ** 2 * np.sum(x_n ** 2 * (1 / (gaps - w) + 1 / (gaps + w)))
    return first, second


w_well = 0.3
x, g, h = well(40)
local = both_forms(h, x, g, 1, w_well)
assert abs(local[0] - local[1]) < 1e-5
h_nonlocal = h.copy()
h_nonlocal[0, 0] -= 0.5  # attractive projector on one basis function
nonlocal_forms = both_forms(h_nonlocal, x, g, 1, w_well)
assert abs(nonlocal_forms[0] - nonlocal_forms[1]) > 0.05

x, g, h = well(22)
one = np.eye(22)
points, to_points = eigh(x)
repulsion = np.exp(-(points[:, None] - points[None, :]) ** 2 / 2).ravel()
rotate = np.kron(to_points, to_points)
h_pair = (np.kron(h, one) + np.kron(one, h)
          + (rotate * repulsion) @ rotate.T)
pair = both_forms(h_pair, np.kron(x, one) + np.kron(one, x),
                  np.kron(g, one) + np.kron(one, g), 2, w_well)
assert abs(pair[0] - pair[1]) < 1e-4  # finite oscillator basis

# ---------- output ----------
print(f"hartree = {EV:.6f} eV; bohr = {ANG:.8f} angstrom")
print(f"speed of light = {C:.6f} atomic units")
print(f"Thomson cross section = {thomson:.6e} angstrom^2")
print("Hydrogen 1s, elastic; parts of M are dimensionless")
for e, s in zip(photon_ev, elastic):
    print(f"{e:.1f} eV: seagull {s['seagull']:.6f}, "
          f"absorb first {s['absorb']:.6f}")
    print(f"   emit first {s['emit']:.6f}, sum M {s['M']:.6f}")
for e, s, cs in zip(photon_ev, elastic, sigma):
    print(f"{e:.1f} eV: alpha {s['alpha'] * ANG**3:.6f} angstrom^3, "
          f"sigma {cs * ANG**2:.5e} angstrom^2")
print(f"static alpha = {static * ANG**3:.6f} angstrom^3 "
      f"= {static:.6f} bohr^3")
print(f"4 eV: sigma = {sigma[1]:.5e} bohr^2")
print(f"4 eV: -w^2 alpha = {-w4**2 * elastic[1]['alpha']:.6f} (no unit)")
print(f"4 eV: alpha from Floquet shift = "
      f"{alpha_floquet * ANG**3:.5f} angstrom^3")
print(f"4 eV: sigma from classical flux = "
      f"{sigma_classical * ANG**2:.5e} angstrom^2")
print(f"sigma(4 eV)/sigma(2 eV) = {sigma[1] / sigma[0]:.4f} (no unit)")
print(f"sigma(8 eV)/sigma(4 eV) = {sigma[3] / sigma[1]:.4f} (no unit)")
print(f"8 eV: k times bohr = {photon_ev[3] / EV / C:.6f} (no unit)")
print(f"2 eV without seagull: M = {no_seagull:.6f} (no unit)")
print(f"2 eV without seagull: sigma = "
      f"{sigma_no_seagull * ANG**2:.5e} angstrom^2")
print(f"1s f-sum = {elastic[0]['fsum']:.8f}, "
      f"2p part = {strength_2p:.6f} (no unit)")
print(f"2 eV with only 2p kept: M = {only_2p:.6f} (no unit)")
print(f"Raman 1s-2s: photon in {raman_ev:.1f} eV, "
      f"out {raman['w_out'] * EV:.6f} eV")
print(f"resonances: 2p {u1[0] * EV:.4f} eV, 3p {u1[1] * EV:.4f} eV")
print(f"Raman: absorb first {raman['absorb']:.6f}, "
      f"emit first {raman['emit']:.6f} (no unit)")
print(f"Raman: M = {raman['M']:.6f} (no unit), "
      f"f-sum = {abs(raman['fsum']):.1e}")
print(f"Raman: alpha_fi = {raman['alpha'] * ANG**3:.6f} angstrom^3")
print(f"Raman: sigma = {sigma_raman * ANG**2:.5e} angstrom^2")
print("Hydrogen 2p m=1, circular light, 1.0 eV, elastic")
print(f"sum a = {excited['a'] * ANG**2:.6f}, "
      f"sum b = {excited['b'] * ANG**2:.6f} angstrom^2")
print(f"w times sum a = {excited['a'] / EV:.6f} in M (no unit)")
print(f"M = {excited['M']:.6f}, f-sum = {excited['fsum']:.6f} (no unit)")
for name, (exact, formula) in zip(("elastic", "Raman"), exchange):
    print(f"two-mode {name}: |M| exact {exact:.5f}, "
          f"formula {formula:.5f} (no unit)")
print(f"well, N=1 local: M {local[0]:.6f}, "
      f"-w^2 alpha {local[1]:.6f} (no unit)")
print(f"well, N=1 nonlocal: M {nonlocal_forms[0]:.6f}, "
      f"-w^2 alpha {nonlocal_forms[1]:.6f}")
print(f"well, N=2 interacting: M {pair[0]:.6f}, "
      f"-w^2 alpha {pair[1]:.6f}")
print("done: every assertion held")
```

It prints:

```
hartree = 27.211386 eV; bohr = 0.52917721 angstrom
speed of light = 137.035999 atomic units
Thomson cross section = 6.652459e-09 angstrom^2
Hydrogen 1s, elastic; parts of M are dimensionless
2.0 eV: seagull 1.000000, absorb first -0.588264
   emit first -0.436849, sum M -0.025113
4.0 eV: seagull 1.000000, absorb first -0.722605
   emit first -0.389079, sum M -0.111684
6.0 eV: seagull 1.000000, absorb first -0.959706
   emit first -0.351493, sum M -0.311198
8.0 eV: seagull 1.000000, absorb first -1.540862
   emit first -0.321040, sum M -0.861902
2.0 eV: alpha 0.688884 angstrom^3, sigma 4.19551e-12 angstrom^2
4.0 eV: alpha 0.765907 angstrom^3, sigma 8.29783e-11 angstrom^2
6.0 eV: alpha 0.948504 angstrom^3, sigma 6.44253e-10 angstrom^2
8.0 eV: alpha 1.477688 angstrom^3, sigma 4.94195e-09 angstrom^2
static alpha = 0.666831 angstrom^3 = 4.500000 bohr^3
4 eV: sigma = 2.96321e-10 bohr^2
4 eV: -w^2 alpha = -0.111684 (no unit)
4 eV: alpha from Floquet shift = 0.76591 angstrom^3
4 eV: sigma from classical flux = 8.29783e-11 angstrom^2
sigma(4 eV)/sigma(2 eV) = 19.7779 (no unit)
sigma(8 eV)/sigma(4 eV) = 59.5571 (no unit)
8 eV: k times bohr = 0.002145 (no unit)
2 eV without seagull: M = -1.025113 (no unit)
2 eV without seagull: sigma = 6.99078e-09 angstrom^2
1s f-sum = 1.00000000, 2p part = 0.416197 (no unit)
2 eV with only 2p kept: M = 0.567177 (no unit)
Raman 1s-2s: photon in 11.0 eV, out 0.795730 eV
resonances: 2p 10.2043 eV, 3p 12.0939 eV
Raman: absorb first 0.918208, emit first 0.177618 (no unit)
Raman: M = 1.095826 (no unit), f-sum = 4.7e-14
Raman: alpha_fi = -13.736866 angstrom^3
Raman: sigma = 5.77881e-10 angstrom^2
Hydrogen 2p m=1, circular light, 1.0 eV, elastic
sum a = 3.360342, sum b = 3.360342 angstrom^2
w times sum a = 0.440992 in M (no unit)
M = -0.783523, f-sum = 1.000000 (no unit)
two-mode elastic: |M| exact 0.87356, formula 0.87352 (no unit)
two-mode Raman: |M| exact 1.47721, formula 1.47749 (no unit)
well, N=1 local: M -0.065337, -w^2 alpha -0.065337 (no unit)
well, N=1 nonlocal: M 0.242221, -w^2 alpha -0.043369
well, N=2 interacting: M -0.124591, -w^2 alpha -0.124591
done: every assertion held
```
